# The quantum metric and Berry curvature from one tensor

Suppose we want to measure how fast a quantum state changes as a parameter $\mathbf k$ is varied. The squared length of its derivative, $\langle\partial_x u|\partial_x u\rangle$, looks like a natural choice, but it fails. In the two-band model worked out below, at one fixed point, this quantity is 4.78 Å² for one choice of the phase of $|u\rangle$ and 10.86 Å² for another. The physical states are the same in both cases. A number that depends on an arbitrary phase cannot measure a distance between states.

The cure is to start from the overlap of neighbouring states, whose modulus does not depend on their phases. Its expansion gives a metric, and the tensor that contains this metric also contains the Berry curvature.

## Definitions and the result

Let $|u(\mathbf k)\rangle$ be a normalized, nondegenerate eigenstate of a Hermitian matrix $H(\mathbf k)$ that depends smoothly on two real parameters, $\mathbf k=(k_x,k_y)$. We write $\partial_i=\partial/\partial k_i$ and sum over repeated indices. The algebra is in atomic units, so $\hbar=1$. Define

$$P=|u\rangle\langle u|,\qquad Q=1-P,\qquad T_{ij}=\langle\partial_i u|Q|\partial_j u\rangle,$$

$$A_j=i\langle u|\partial_j u\rangle,\qquad \Omega_{ij}=\partial_iA_j-\partial_jA_i .$$

$A_j$ is the Berry connection and $\Omega_{ij}$ the Berry curvature. The opposite sign convention for $A_j$ would reverse the sign of $\Omega_{ij}$. The quantity to expand is

$$I(\mathbf k,\mathbf k')=1-|\langle u(\mathbf k)|u(\mathbf k')\rangle|^2 .$$

This is the probability that a system prepared in $|u(\mathbf k')\rangle$ is not found in $|u(\mathbf k)\rangle$. The Fubini-Study metric $g_{ij}$ is the real symmetric matrix in its leading term,

$$I(\mathbf k,\mathbf k+\boldsymbol\delta)=g_{ij}\delta_i\delta_j+O(\delta^3), \tag{1}$$

and the result to be shown is

$$T_{ij}=g_{ij}-\frac{i}{2}\,\Omega_{ij}. \tag{2}$$

## First derivation: differentiate the state

Choose the phase of $|u\rangle$ so that the vector is smooth near the point of interest. Differentiating $\langle u|u\rangle=1$ once gives

$$\langle\partial_i u|u\rangle+\langle u|\partial_i u\rangle=2\,\mathrm{Re}\langle u|\partial_i u\rangle=0 .$$

Thus $\langle u|\partial_i u\rangle$ is imaginary, $A_i$ is real, and

$$\langle u|\partial_i u\rangle=-iA_i,\qquad \langle\partial_i u|u\rangle=+iA_i. \tag{3}$$

Differentiating the norm a second time gives four terms, which form two complex-conjugate pairs:

$$2\,\mathrm{Re}\langle u|\partial_i\partial_j u\rangle+2\,\mathrm{Re}\langle\partial_i u|\partial_j u\rangle=0. \tag{4}$$

**The metric.** The Taylor series of the overlap is

$$\langle u(\mathbf k)|u(\mathbf k+\boldsymbol\delta)\rangle=1+z_1+z_2+O(\delta^3),$$

$$z_1=-iA_i\delta_i,\qquad z_2=\tfrac12\delta_i\delta_j\langle u|\partial_i\partial_j u\rangle .$$

Its squared modulus, to second order, is $1+2\,\mathrm{Re}\,z_1+|z_1|^2+2\,\mathrm{Re}\,z_2$. The first-order term vanishes because $z_1$ is imaginary. Its square does not vanish, and it is of the same order as $z_2$:

$$|z_1|^2=A_iA_j\delta_i\delta_j,\qquad 2\,\mathrm{Re}\,z_2=-\delta_i\delta_j\,\mathrm{Re}\langle\partial_i u|\partial_j u\rangle ,$$

where the second equality uses (4). Subtracting the squared modulus from one gives (1) with

$$g_{ij}=\mathrm{Re}\langle\partial_i u|\partial_j u\rangle-A_iA_j. \tag{5}$$

The subtraction removes the part of the derivative that points along $|u\rangle$ itself. To see this, insert $Q=1-|u\rangle\langle u|$ into $T_{ij}$ and use (3):

$$T_{ij}=\langle\partial_i u|\partial_j u\rangle-(iA_i)(-iA_j)=\langle\partial_i u|\partial_j u\rangle-A_iA_j. \tag{6}$$

Since $A_iA_j$ is real, comparison with (5) gives $g_{ij}=\mathrm{Re}\,T_{ij}$.

**The curvature.** From the definition of $A_j$,

$$\partial_iA_j=i\langle\partial_i u|\partial_j u\rangle+i\langle u|\partial_i\partial_j u\rangle .$$

When $i$ and $j$ are exchanged and the results subtracted, the mixed second derivatives cancel:

$$\Omega_{ij}=i\big(\langle\partial_i u|\partial_j u\rangle-\langle\partial_j u|\partial_i u\rangle\big).$$

The bracket is a number minus its complex conjugate, which is $2i$ times its imaginary part. With $i\cdot2i=-2$ and (6),

$$\Omega_{ij}=-2\,\mathrm{Im}\langle\partial_i u|\partial_j u\rangle=-2\,\mathrm{Im}\,T_{ij}.$$

Hence $\mathrm{Im}\,T_{ij}=-\Omega_{ij}/2$, which completes (2).

**Phase freedom.** Let $|\tilde u\rangle=e^{i\chi(\mathbf k)}|u\rangle$. Then

$$|\partial_j\tilde u\rangle=e^{i\chi}\big(|\partial_j u\rangle+i(\partial_j\chi)|u\rangle\big).$$

The projector $Q$ is unchanged and annihilates the term along $|u\rangle$. The remaining phase factors cancel between bra and ket, so $T_{ij}$ is unchanged. The connection becomes $\tilde A_j=A_j-\partial_j\chi$. By (5), the unprojected quantity $\mathrm{Re}\langle\partial_i\tilde u|\partial_j\tilde u\rangle$ equals $g_{ij}+\tilde A_i\tilde A_j$, so it depends on the phase chosen.

## Second derivation: expand the projector

The projector $P(\mathbf k)$ contains no arbitrary phase, and the result can be built from it. Write $P'=P(\mathbf k+\boldsymbol\delta)$. The squared overlap is $\mathrm{Tr}(PP')$. Because $P^2=P$ and $\mathrm{Tr}\,P=1$, and likewise for $P'$,

$$\tfrac12\mathrm{Tr}(P'-P)^2=\tfrac12\big(1+1-2\,\mathrm{Tr}PP'\big)=I(\mathbf k,\mathbf k+\boldsymbol\delta).$$

Inserting $P'-P=\delta_i\partial_iP+O(\delta^2)$ gives

$$g_{ij}=\tfrac12\mathrm{Tr}(\partial_iP\,\partial_jP). \tag{7}$$

**Connection with the tensor.** Apply $\partial_jP=|\partial_j u\rangle\langle u|+|u\rangle\langle\partial_j u|$ to $|u\rangle$. Since $\langle\partial_j u|u\rangle=-\langle u|\partial_j u\rangle$,

$$\partial_jP|u\rangle=|\partial_j u\rangle-|u\rangle\langle u|\partial_j u\rangle=Q|\partial_j u\rangle .$$

The left side needs no derivative of a phase. Taking the inner product of two such vectors, with $Q^2=Q$, gives

$$T_{ij}=\langle u|\partial_iP\,\partial_jP|u\rangle=\mathrm{Tr}(P\,\partial_iP\,\partial_jP). \tag{8}$$

To recover (7), differentiate $P^2=P$. This gives $P\,\partial_iP+\partial_iP\,P=\partial_iP$, or $Q\,\partial_iP=\partial_iP\,P$. Therefore

$$\mathrm{Tr}(\partial_iP\,\partial_jP)=\mathrm{Tr}(P\,\partial_iP\,\partial_jP)+\mathrm{Tr}(Q\,\partial_iP\,\partial_jP)=T_{ij}+T_{ji},$$

where the last trace was rewritten as $\mathrm{Tr}(\partial_iP\,P\,\partial_jP)$ and cycled. Since $T_{ji}=T_{ij}^*$, half the sum is $\mathrm{Re}\,T_{ij}$, as before.

**Curvature as a phase per area.** Two states have no phase-independent relative phase, but three do. Take the triangle with corners $\mathbf k$, $\mathbf k+\mathbf a$ and $\mathbf k+\mathbf b$, call the states there $u_0,u_1,u_2$, and form

$$W=\langle u_0|u_1\rangle\langle u_1|u_2\rangle\langle u_2|u_0\rangle=\mathrm{Tr}(P_0P_1P_2).$$

Each state occurs once as a bra and once as a ket, so its phase cancels. Expand $P_1$ and $P_2$ about $P_0=P$. The first-order terms contain $\mathrm{Tr}(P\,\partial_iP)=\tfrac12\partial_i\mathrm{Tr}P^2=0$. The second-order terms containing a second derivative of $P$ have the form $\mathrm{Tr}(P\,\partial_i\partial_jP)$, which is real because both factors are Hermitian. The remaining second-order term is $a_ib_jT_{ij}$. Since $\mathrm{Im}\,T_{ij}$ is antisymmetric,

$$\mathrm{Im}\,W=(a_xb_y-a_yb_x)\,\mathrm{Im}\,T_{xy}+O(\delta^3)=2S\,\mathrm{Im}\,T_{xy}+O(\delta^3),$$

where $S=\tfrac12(a_xb_y-a_yb_x)$ is the signed area and $\delta$ now denotes the size of the triangle. As $\mathrm{Re}\,W=1+O(\delta^2)$, the same expression gives $\arg W$ to this order.

It remains to relate $\arg W$ to the curl of $A$. For one edge, the imaginary part of the overlap is $-A_i\delta_i+\tfrac12\delta_i\delta_j\,\mathrm{Im}\langle u|\partial_i\partial_j u\rangle$. Differentiating $\langle u|\partial_j u\rangle=-iA_j$ and contracting with $\delta_i\delta_j$ gives

$$\delta_i\delta_j\,\mathrm{Im}\langle u|\partial_i\partial_j u\rangle=-\delta_i\delta_j\partial_iA_j ,$$

because $\delta_i\delta_j\langle\partial_i u|\partial_j u\rangle$ is a squared norm and hence real. The real part of the overlap is $1+O(\delta^2)$, so its phase equals its imaginary part to second order. The phase of the edge is therefore $-\boldsymbol\delta\cdot\mathbf A$ with $\mathbf A$ taken at the edge's midpoint, up to $O(\delta^3)$. Adding the three edges cancels the constant part of $\mathbf A$. The part linear in position leaves

$$\arg W=-\tfrac12\big[a_ia_j+(a+b)_i(b-a)_j-b_ib_j\big]\partial_iA_j=-\tfrac12(a_ib_j-b_ia_j)\partial_iA_j .$$

The right side is $-\tfrac12a_ib_j\Omega_{ij}=-S\,\Omega_{xy}$. Equating this to $2S\,\mathrm{Im}\,T_{xy}$ gives $\mathrm{Im}\,T_{xy}=-\Omega_{xy}/2$. The curvature is minus the loop phase per unit area, in the limit of a small triangle of fixed shape.

## What each derivation assumes

The first derivation assumes a smooth phase near the point. The second needs a smooth projector for the metric and the loop phase, and uses a smooth phase only at two points: in (8), to link the projector expression to $T_{ij}$ as defined through $|\partial_j u\rangle$, and to identify the loop phase with the curl of $A$.

Locally the two assumptions are equivalent. A smooth vector gives a smooth projector. Conversely, if $P$ is smooth near $\mathbf k_0$, then $P(\mathbf k)|u(\mathbf k_0)\rangle$ is smooth and nonzero near $\mathbf k_0$, and dividing it by its norm gives a smooth state. The practical difference lies in the data required. Numerical diagonalization returns eigenvectors whose phases are set by the solver and can jump from one $\mathbf k$ to the next, so they cannot safely be differentiated as they stand, whereas $P$, $I$ and $W$ can be formed from them directly.

Neither derivation uses $H$ itself. An isolated level is what guarantees that $P$ is smooth. To see what happens as the gap closes, differentiate $(H-E)|u\rangle=0$ and project on another eigenstate $|n\rangle$:

$$\langle n|\partial_jH|u\rangle+(E_n-E)\langle n|\partial_j u\rangle=0 .$$

The term with $\partial_jE$ has dropped out because $\langle n|u\rangle=0$. Solving for $\langle n|\partial_j u\rangle$ and inserting $Q=\sum_{n\ne u}|n\rangle\langle n|$ into $T_{ij}$,

$$T_{ij}=\sum_{n\neq u}\frac{\langle u|\partial_iH|n\rangle\langle n|\partial_jH|u\rangle}{(E-E_n)^2}. \tag{9}$$

If another level approaches $E$ while its matrix element of $\partial_jH$ stays away from zero, the diagonal entry $T_{jj}=g_{jj}$ grows without limit, since every term of the sum for $T_{jj}$ is non-negative. Other entries, the curvature among them, may stay finite. At a degeneracy the single state $|u\rangle$ is no longer defined by $H$ alone, and (2) applies there only if a smooth state can be continued through the crossing.

## A bound linking the two parts

For any complex numbers $c_i$,

$$c_i^*T_{ij}c_j=\big\|Q\,c_j|\partial_j u\rangle\big\|^2\ge0 ,$$

so the Hermitian matrix $T$ has no negative eigenvalue and its determinant is not negative. With $|T_{xy}|^2=g_{xy}^2+\Omega_{xy}^2/4$ this reads

$$\det g\ \ge\ \tfrac14\Omega_{xy}^2. \tag{10}$$

A nonzero curvature thus requires the state to change along every direction in the plane. With two bands, $Q$ projects on a single state. The vectors $Q|\partial_x u\rangle$ and $Q|\partial_y u\rangle$ are then proportional, $\det T=0$, and (10) is an equality.

## A massive Dirac model

Take the two-band Hamiltonian

$$H=v(k_x\sigma_x+k_y\sigma_y)+m\sigma_z=b\,R,\qquad R=\boldsymbol\nu\cdot\boldsymbol\sigma,$$

with $b=\sqrt{v^2k^2+m^2}$ and the unit vector $\boldsymbol\nu=(vk_x,vk_y,m)/b$. Since $R^2=1$, the energies are $\pm b$. For the lower band $P=\tfrac12(1-R)$ and $Q=\tfrac12(1+R)$. With $\partial_iH=v\sigma_i$ and a gap of $2b$, equation (9) becomes

$$T_{ij}=\frac{v^2}{4b^2}\,\mathrm{Tr}(P\sigma_iQ\sigma_j).$$

Expanding the projectors,

$$\mathrm{Tr}(P\sigma_iQ\sigma_j)=\tfrac14\mathrm{Tr}\big(\sigma_i\sigma_j+\sigma_iR\sigma_j-R\sigma_i\sigma_j-R\sigma_iR\sigma_j\big).$$

The first trace is $2\delta_{ij}$. From $\mathrm{Tr}(\sigma_i\sigma_j\sigma_l)=2i\epsilon_{ijl}$, the second and third terms each contribute $-2i\epsilon_{ijl}\nu_l$. From $R\sigma_i+\sigma_iR=2\nu_i$ we have $R\sigma_iR=2\nu_iR-\sigma_i$, so the fourth term contributes $-4\nu_i\nu_j+2\delta_{ij}$. Altogether

$$T_{ij}=\frac{v^2}{4b^2}\big(\delta_{ij}-\nu_i\nu_j-i\epsilon_{ijl}\nu_l\big).$$

The real part, and $-2$ times the imaginary part of $T_{xy}$, are

$$g_{ij}=\frac14\left(\frac{v^2\delta_{ij}}{b^2}-\frac{v^4k_ik_j}{b^4}\right),\qquad \Omega_{xy}=\frac{v^2m}{2b^3}. \tag{11}$$

For the upper band $R$ changes sign in both projectors, which reverses the curvature and leaves the metric alone. At $\mathbf k=0$ the metric is $v^2\delta_{ij}/4m^2$, which diverges as the gap $2|m|$ closes. For $m=0$ and $\mathbf k\ne0$ the curvature vanishes, and so does the metric along $\mathbf k$: a radial step then leaves $\boldsymbol\nu$, and hence the state, unchanged.

**Numbers.** Choose $v=3$ eV Å (with $\hbar$ absorbed), $m=0.5$ eV and $\mathbf k=(0.10,0.05)$ Å⁻¹. Then $b^2=9(0.0125)+0.25=0.3625$ eV², so $b=0.602$ eV, $v^2/b^2=24.83$ Å² and $v^4/b^4=616.4$ Å⁴. Equation (11) gives

$$g_{xx}=\tfrac14(24.83-6.16)=4.67\ \text{Å}^2,\qquad g_{yy}=\tfrac14(24.83-1.54)=5.82\ \text{Å}^2,$$

$$g_{xy}=-\tfrac14(616.4)(0.005)=-0.77\ \text{Å}^2,\qquad \Omega_{xy}=\frac{9(0.5)}{2(0.2183)}=10.31\ \text{Å}^2 .$$

In atomic units $g_{xx}=16.66$, $g_{yy}=20.79$, $g_{xy}=-2.75$ and $\Omega_{xy}=36.81$ bohr². Both sides of (10) are 26.57 Å⁴.

**The two phases.** The opening values come from differentiating numerical eigenvectors by central differences. With the second component of $|u\rangle$ real and positive, $A_x=-0.339$ Å, and (5) reads $4.781-0.115=4.666$ Å². Now multiply the state by $e^{i\chi}$ with $\chi=2k_x-k_y+3k_xk_y$, where $\mathbf k$ is in Å⁻¹. The connection shifts by $-\partial_x\chi=-(2+0.15)=-2.15$ Å to $-2.489$ Å, and (5) reads $10.8614-6.1956\approx4.666$ Å². The metric is the same.

**Finite steps.** In a calculation $\boldsymbol\delta$ is finite, and where the step is placed matters. Exchanging the two states does not alter $I$, so $I(\mathbf q-\boldsymbol\delta/2,\mathbf q+\boldsymbol\delta/2)$ is even in $\boldsymbol\delta$. It equals $g_{ij}(\mathbf q)\delta_i\delta_j+O(\delta^4)$. Setting $\mathbf q=\mathbf k+\boldsymbol\delta/2$ and expanding $g_{ij}(\mathbf q)$ about $\mathbf k$ gives the cubic term of (1):

$$I(\mathbf k,\mathbf k+\boldsymbol\delta)=g_{ij}\delta_i\delta_j+\tfrac12\delta_l(\partial_lg_{ij})\delta_i\delta_j+O(\delta^4).$$

Take a step of length $s$ along $\mathbf e=(0.6,0.8)$. By (11) the metric along a unit vector depends on its direction through $\kappa=\mathbf k\cdot\mathbf e$ alone. Here $\kappa=0.10$ Å⁻¹ $=k_x$, so $g_{ij}e_ie_j$ equals $g_{xx}=4.666$ Å². Along $\mathbf e$, $\kappa$ changes at unit rate and $b^2$ at the rate $2v^2\kappa$, so half the derivative of this metric is

$$-\frac{v^4\kappa}{2b^4}\left(1-\frac{v^2\kappa^2}{b^2}\right)=-\tfrac12(61.64)(0.752)=-23.2\ \text{Å}^3 .$$

Numerical diagonalization gives these values of $I/s^2$, with $\mathbf k$ either at the start or at the middle of the step:

| $s$ (Å⁻¹) | $\mathbf k$ at start (Å²) | $\mathbf k$ at middle (Å²) |
|---|---|---|
| 0.04 | 3.791 | 4.654 |
| 0.02 | 4.213 | 4.663 |
| 0.01 | 4.437 | 4.665 |

At $s=0.01$ Å⁻¹ the first column lies 0.229 Å² below the metric, close to the 0.232 Å² expected from the cubic term. That is an error of 4.9% relative to the metric. The centred value is in error by about 0.02%, since its leading error is of order $s^2$.
